# The Impact Parameter That Halves Nuclear Stopping of Arsenic in Silicon

## Problem

An arsenic ion of laboratory energy $E=50\,000$ eV enters silicon. It loses energy to the atoms through separate elastic collisions. Find the impact parameter $p_{1/2}$ for which collisions with $p<p_{1/2}$ supply half of the nuclear stopping at this energy.

The interaction is the universal screened potential. In atomic units, where $e=\hbar=m_e=1$,

$$V(r)=\frac{Z_1Z_2}{r}\,\varphi(r/a),\qquad a=\frac{0.8854}{Z_1^{0.23}+Z_2^{0.23}},\qquad \varphi(x)=\sum_i c_i e^{-d_ix},$$

with $c_i=0.1818,\ 0.5099,\ 0.2802,\ 0.02817$ and $d_i=3.2,\ 0.9423,\ 0.4029,\ 0.2016$. The coefficients add up to 1.00007 and are used unchanged.

Index 1 is the ion ($Z_1=33$, $M_1=74.9216$ u) and index 2 the target atom ($Z_2=14$, $M_2=28.0855$ u). The silicon density is $N=0.04994$ atoms per Å$^3$. For numbers, $Z_1Z_2$ is multiplied by $e^2=14.3996$ eV Å, and $a=0.11512$ Å.

Assume classical, non-relativistic motion and free target atoms at rest, placed at random.

## Hints

1. Write the mean energy loss per length as an integral of the recoil energy $T(p)$ over rings of area $2\pi p\,dp$.
2. In the centre-of-mass frame an elastic collision turns the velocities without changing their size. This gives $T$ from the deflection angle $\theta$.
3. Measure lengths in units of $a$. A single number then describes the energy.
4. The angle integral is singular at the closest approach. Try $r=r_0/\sin t$.
5. Finding $r_0$ from $p$ needs a root search, but finding $p$ from $r_0$ does not. Use $r_0$ as the integration variable.

## Solution

### From recoil energy to stopping

A layer of thickness $dz$ holds $N\,dz$ atoms per unit area. Their positions are random, so a ring of radius $p$ and width $dp$ around the path contains on average $N\,dz\,2\pi p\,dp$ atoms. The mean loss per length is therefore $NS$, with

$$S=\int_0^\infty T(p)\,2\pi p\,dp .$$

Let the ion have speed $v$. The centre of mass moves at $V_c=M_1v/(M_1+M_2)$ along the unit vector $\mathbf n$. In its frame the target atom has velocity $-V_c\mathbf n$ before the collision and $-V_c\mathbf n'$ after it, where $\mathbf n'$ makes the angle $\theta$ with $\mathbf n$. Back in the laboratory, the recoil velocity is $V_c(\mathbf n-\mathbf n')$, of size $2V_c\sin(\theta/2)$. Hence

$$T=\tfrac12M_2\,4V_c^2\sin^2\frac\theta2=T_m\sin^2\frac\theta2,\qquad T_m=\frac{4M_1M_2}{(M_1+M_2)^2}E .$$

The energy of relative motion, with reduced mass $\mu=M_1M_2/(M_1+M_2)$, is

$$E_c=\tfrac12\mu v^2=\frac{M_2}{M_1+M_2}E=\frac{28.0855}{103.0071}\times50\,000\ \text{eV}=13\,633\ \text{eV}.$$

The same masses give $T_m=39\,663$ eV.

### The deflection angle

Let $\psi$ be the polar angle of the relative position. Angular momentum conservation reads $r^2\dot\psi=vp$, so the angular kinetic energy is $\tfrac12\mu r^2\dot\psi^2=E_cp^2/r^2$. Energy conservation then gives

$$\dot r^2=v^2\left[1-\frac{V(r)}{E_c}-\frac{p^2}{r^2}\right].$$

Set $x=r/a$, $b=p/a$ and $\varepsilon=aE_c/(Z_1Z_2)$, so that $V/E_c=\varphi(x)/(\varepsilon x)$. Here

$$\varepsilon=\frac{0.11512\times13\,633}{33\times14\times14.3996}=0.236 .$$

At the closest approach $x_0$ the bracket vanishes:

$$b^2=x_0^2-\frac{x_0\varphi(x_0)}{\varepsilon}. \tag{1}$$

Dividing $\dot\psi$ by $\dot r$ and integrating from $x_0$ to infinity gives the angle swept on one half of the symmetric orbit,

$$\Psi=\int_{x_0}^\infty\frac{b\,dx}{x^2\sqrt{1-\varphi(x)/(\varepsilon x)-b^2/x^2}},\qquad \theta=\pi-2\Psi .$$

The second relation holds because an undeflected path sweeps $\pi$ in all.

Now put $x=x_0/u$, so that $dx/x^2=-du/x_0$, and replace $b^2/x_0^2$ by $1-\varphi(x_0)/(\varepsilon x_0)$ from (1). The radicand becomes

$$1-u^2+\frac{u\,[u\varphi(x_0)-\varphi(x_0/u)]}{\varepsilon x_0}.$$

With $u=\sin t$ and $du=\cos t\,dt$,

$$\Psi=\frac b{x_0}\int_0^{\pi/2}\frac{\cos t}{\sqrt{g(t)}}\,dt,\qquad g=\cos^2t+\frac{\sin t\,[\sin t\,\varphi(x_0)-\varphi(x_0/\sin t)]}{\varepsilon x_0}. \tag{2}$$

To see that the singularity has gone, let $s=\pi/2-t$ be small. Then $u\approx1-s^2/2$, and expanding the square bracket about $u=1$ gives

$$g\approx s^2\left[1-\frac{\varphi(x_0)+x_0\varphi'(x_0)}{2\varepsilon x_0}\right].$$

Equation (1) requires $\varphi(x_0)/(\varepsilon x_0)\le1$, and $\varphi'<0$, so the factor exceeds $1/2$. Numerator and denominator both vanish like $s$, and their ratio stays finite.

### The accumulated stopping

The part of $S$ from impact parameters below $p=ab$ is $\pi a^2T_mJ(b)$, where

$$J(b)=\int_0^b\sin^2\frac{\theta}{2}\;2b'\,db' .$$

The required condition is $J(b_{1/2})=\tfrac12J(\infty)$. It has one solution if $J(\infty)$ is finite and $\theta>0$ at every finite $b$.

First, the angle. For $0<u<1$ we have $u\varphi(x_0/u)<\varphi(x_0)$, because $\varphi$ decreases. With (1) this gives $b^2/x_0^2<1-u\varphi(x_0/u)/(\varepsilon x_0)$. Subtracting $b^2u^2/x_0^2$ from both sides shows that the radicand is larger than $(b^2/x_0^2)(1-u^2)$. So for $b>0$

$$\Psi<\int_0^1\frac{du}{\sqrt{1-u^2}}=\frac\pi2,$$

and $\theta>0$. A head-on collision has $\Psi=0$ and $\theta=\pi$.

Second, the tail. For a distant collision take a straight path along $z$. The transverse impulse divided by $\mu v$ is

$$\theta\approx-\frac1{2E_c}\frac{d}{dp}\int_{-\infty}^{\infty}V\!\left(\sqrt{p^2+z^2}\right)dz .$$

Each exponential contributes $\int e^{-d_ir/a}\,dz/r=2K_0(d_ip/a)$, and $K_0'=-K_1$, so

$$\theta\approx\frac1\varepsilon\sum_ic_id_iK_1(d_ib). \tag{3}$$

At large argument $K_1(y)\approx\sqrt{\pi/2y}\,e^{-y}$. The slowest exponential makes the integrand of $J$, about $\theta^2b/2$, fall as $e^{-0.403b}$. Thus $J(\infty)$ is finite.

To avoid a root search at each point, differentiate (1):

$$d(b^2)=\left[2x_0-\frac{\varphi(x_0)}\varepsilon-\frac{x_0\varphi'(x_0)}\varepsilon\right]dx_0 .$$

The bracket is positive, since $\varphi(x_0)/\varepsilon\le x_0$ and $\varphi'<0$. The map from $b$ to $x_0$ is therefore one-to-one, and

$$J=\int_{x_m}^{x_0(b)}\sin^2\frac\theta2\left[2x-\frac{\varphi(x)}\varepsilon-\frac{x\varphi'(x)}\varepsilon\right]dx,\qquad \varepsilon x_m=\varphi(x_m). \tag{4}$$

In the integrand, $\theta$ belongs to the orbit with closest approach $x$. The lower limit is the head-on collision, where $ax_m=0.158$ Å.

### Numbers

Equations (2) and (4) are smooth one-dimensional integrals. Gauss–Legendre quadrature with 160 points in $t$ and 120 in $\ln x$, up to $x=80$, gives $J(\infty)=1.4767$. Then

$$S=\pi(0.11512)^2(39\,663)(1.4767)\approx2439\ \text{eV Å}^2,$$

and $NS\approx122$ eV/Å $=1218$ eV/nm. The accumulated share $F=J(b)/J(\infty)$ rises as follows.

| $p$ (Å) | $T$ (eV) | $F$ |
|---|---|---|
| 0.05 | 31 471 | 0.114 |
| 0.10 | 18 162 | 0.344 |
| 0.20 | 4810 | 0.706 |
| 0.40 | 430 | 0.943 |
| 0.80 | 10.7 | 0.997 |

The half point lies between the second and third rows. Root finding on (4) gives $b_{1/2}=1.179$, hence

$$p_{1/2}=1.179\times0.11512\ \text{Å}\approx0.136\ \text{Å}=0.0136\ \text{nm}.$$

At this impact parameter the closest approach is 0.2088 Å and $\theta=64.8^\circ$, so $T=39\,663\,\sin^2(32.4^\circ)\approx11\,400$ eV.

Equation (1) can be checked by hand here. We have $p^2/r_0^2=(0.1357/0.2088)^2=0.422$, which leaves $V(r_0)/E_c=0.578$. Directly, $x_0=0.2088/0.11512=1.814$ gives $\varphi=0.247$, and $0.247/(0.236\times1.814)=0.577$, in agreement within rounding.

A bound gives another check. Since $\sin^2(\theta/2)\le1$, the inner half obeys $S/2\le\pi p_{1/2}^2T_m$, so

$$p_{1/2}\ge\sqrt{\frac{S}{2\pi T_m}}=0.099\ \text{Å}.$$

An independent test integrates Newton's equations for both atoms in the laboratory frame and reads $T$ from the speed of the recoil. Eight trajectories inside $p_{1/2}$ and 24 between $p_{1/2}$ and $40a$, weighted for quadrature, give 1219.37 eV Å$^2$ for each part. This agrees with $S/2$ without using (2) or (4).

### What the half point means

Over those 32 trajectories $T$ falls steadily with $p$. On this numerical evidence, half of the stopping comes from recoils above about 11 400 eV. Their mean energy is

$$\frac{S/2}{\pi p_{1/2}^2}\approx21\,100\ \text{eV},$$

a large part of the ion's 50 000 eV. Such collisions are rare: the mean path between them is $1/(N\pi p_{1/2}^2)\approx346$ Å.

Compare this with the path on which the average loss, nuclear plus electronic, would bring the ion down to 25 000 eV. Integrating $dE/[N(S+S_e)]$ over this energy range, with the electronic estimate $S_e$ given below, makes this path 184 Å. With the disc radius held at $p_{1/2}$, an ion meets on average $184/346=0.53$ such atoms on that path. For random positions, the chance of meeting none is $e^{-0.53}\approx0.59$. If the disc instead grows with $p_{1/2}$ at the falling mean energy, these numbers become 0.69 and 0.50. The stopping is thus an average over very unequal histories, and $p_{1/2}$ describes that average at one energy, not the course of one ion.

### The model beside a real implant

Arsenic is a donor in silicon and can be introduced by ion implantation. Small changes in the model can be sized with the slope of $F$ at the half point,

$$\frac{dF}{dp}=\frac{2\pi p_{1/2}T(p_{1/2})}{S}\approx4.0\ \text{per Å}.$$

- **Potential.** Molière screening, $\varphi=0.35e^{-0.3x}+0.55e^{-1.2x}+0.10e^{-6x}$, with the Firsov length $a=0.8854/(\sqrt{Z_1}+\sqrt{Z_2})^{2/3}$, raises $p_{1/2}$ by 2.2 % and lowers $S$ by 0.9 %, relative to the universal potential. The same screening with the Lindhard length $a=0.8854/(Z_1^{2/3}+Z_2^{2/3})^{1/2}$ gives $p_{1/2}=0.147$ Å, 8.5 % larger, and raises $S$ by 10.5 %. Lenz–Jensen screening with that length gives 0.133 Å and lowers $S$ by 3.6 %. The value 0.136 Å therefore belongs to the chosen potential, and common alternatives spread from about 0.13 to 0.15 Å.
- **Finite spacing.** A disc of area $N^{-2/3}$ has radius 1.532 Å. Only 0.006 % of $S$ lies beyond it.
- **Binding.** Recoils below a rough displacement threshold of 15 eV carry 0.46 % of $S$. Dropping them would lower $p_{1/2}$ by about $0.0023/4.0\approx0.0006$ Å.
- **Electrons.** The Lindhard–Scharff estimate, $S_e=8\pi Z_1^{7/6}Z_2v/(Z_1^{2/3}+Z_2^{2/3})^{3/2}$ in atomic units, gives 20 eV/Å, roughly a sixth of the nuclear stopping. It adds to the total loss but is not part of $S$. The Oen–Robinson form, $Q=(0.09S_e/2\pi a^2)e^{-0.3r_0/a}$, puts the electronic loss within a collision at $p_{1/2}$ at about 250 eV. With the Firsov length in $Q$ this becomes about 290 eV. Either value is about 2 % of $E_c$. As a rough kinematic estimate, removing $Q$ from the relative motion at unchanged $\theta$ lowers $S$ by about 1 % and raises $p_{1/2}$ by 0.1 to 0.2 %.

Random placement is an assumption that a crystalline wafer can break seriously. An ion steered along an open channel avoids small impact parameters. As an illustration, remove all collisions with $p<0.20$ Å and keep the rest uniform. The remaining share is $1-0.706=0.294$, and its half point lies where $F=0.706+0.147=0.853$. By the table this is between 0.20 and 0.40 Å, and root finding gives 0.28 Å, about twice the random value. The factor depends on the arbitrary cut: removing $p<0.5$ Å gives 0.60 Å, more than four times the random value.

Thermal vibration matters in this aligned case. A Debye estimate at 300 K, with a rough Debye temperature of 540 K, gives an rms displacement of 0.076 Å along one axis, more than half of $p_{1/2}$. For random placement, shifting each atom leaves the uniform distribution of impact parameters unchanged.

## Variation 1: remove the screening

*Is there a half point for a bare Coulomb repulsion?*

Set $\varphi=1$, $w=bu/x_0$ and $\kappa=1/(2\varepsilon b)$. The orbit integral becomes

$$\Psi=\int_0^{w_0}\frac{dw}{\sqrt{1-2\kappa w-w^2}}=\int_0^{w_0}\frac{dw}{\sqrt{1+\kappa^2-(w+\kappa)^2}}=\frac\pi2-\arctan\kappa,$$

since the root vanishes at $w_0$. Hence $\tan(\theta/2)=\kappa$ and $\sin^2(\theta/2)=1/(1+4\varepsilon^2b^2)$. With $q=b'^2$,

$$J(b)=\int_0^{b^2}\frac{dq}{1+4\varepsilon^2q}=\frac{\ln(1+4\varepsilon^2b^2)}{4\varepsilon^2}.$$

This grows without limit, so there is no half point. A cutoff at $b=B$ creates one, by halving the logarithm:

$$1+4\varepsilon^2b_{1/2}^2=\sqrt{1+4\varepsilon^2B^2}.$$

For the 1.532 Å disc, $B=13.3$ and the right side is 6.36. Then $b_{1/2}=\sqrt{5.36/0.2226}=4.91$, or 0.565 Å. This is four times the screened result, and it moves with the cutoff: for $2\varepsilon B\gg1$ it grows as $\sqrt{B/2\varepsilon}$. With screening, the same cutoff changes $p_{1/2}$ by only about 0.00001 Å.

## Variation 2: change the energy or the ion

*How does $p_{1/2}$ change for arsenic at 10 000 and 200 000 eV, and for phosphorus at 50 000 eV?*

Equations (2) and (4) contain only $\varepsilon$ and $\varphi$. So $b_{1/2}$ is a function of $\varepsilon$ alone, and the ion enters otherwise through $a$. Repeating the root search in the same target gives:

- As, 10 000 eV: $\varepsilon=0.047$, $p_{1/2}=0.248$ Å.
- As, 200 000 eV: $\varepsilon=0.944$, $p_{1/2}=0.073$ Å.
- P, 50 000 eV: $\varepsilon=0.996$, $a=0.1267$ Å, $p_{1/2}=0.079$ Å.

The last two cases have nearly equal $\varepsilon$. Their reduced values, $0.0732/0.1151=0.636$ and $0.0785/0.1267=0.620$, are also close, although ion and energy both differ.

For arsenic, the mean logarithmic slope of $p_{1/2}$ against energy is $-0.37$ between 10 000 and 50 000 eV, and $-0.44$ between 50 000 and 200 000 eV. Across these three energies, the half point lies farther out for the slower ion.

At the same 50 000 eV, phosphorus has a nuclear stopping of 39 eV/Å, about a third of the arsenic value, and half of it is accumulated within a smaller disc.

## Values computed for the example and the checks

```
As: Z = 33, mass = 74.9216 u; Si: Z = 14, mass = 28.0855 u
ion energy = 50000 eV
e^2 = 14.3996 eV angstrom
Si cell edge = 5.431 angstrom
Si atom density = 0.04994 per angstrom^3
sum of universal coefficients = 1.00007
screening length a = 0.11512 angstrom
centre-of-mass energy = 13632.8 eV
largest recoil energy = 39662.9 eV
reduced energy = 0.23592
head-on closest approach = 0.1582 angstrom
reduced integral J(infinity) = 1.47670
stopping cross-section = 2438.7 eV angstrom^2
nuclear stopping = 121.79 eV/angstrom = 1217.9 eV/nm
reduced stopping: integral 0.34838, fit 0.34898
b_half = 1.17856
p_half = 0.13568 angstrom = 0.013568 nm
lower bound on p_half = 0.09892 angstrom
closest approach at p_half = 0.2088 angstrom
CM angle at p_half = 64.79 degrees
recoil energy at p_half = 11384.4 eV
same from Newton's equations = 11384.4 eV
Newton inner half = 1219.37 eV angstrom^2
Newton outer half = 1219.37 eV angstrom^2
mean recoil inside p_half = 21083.4 eV
p = 0.05 angstrom: T = 31471.5 eV, share inside = 0.1137
p = 0.10 angstrom: T = 18161.9 eV, share inside = 0.3443
p = 0.20 angstrom: T = 4810.4 eV, share inside = 0.7063
p = 0.40 angstrom: T = 429.9 eV, share inside = 0.9433
p = 0.80 angstrom: T = 10.7 eV, share inside = 0.9965
mean path between p < p_half hits = 346 angstrom
mean-loss path to half energy = 184 angstrom
As at 10000 eV: eps = 0.0472, p_half = 0.2478 angstrom
As at 50000 eV: eps = 0.2359, p_half = 0.1357 angstrom
As at 200000 eV: eps = 0.9437, p_half = 0.0732 angstrom
P at 50000 eV: a = 0.1267 angstrom, eps = 0.9959
P: p_half = 0.0785 angstrom, nuclear stopping = 39.34 eV/angstrom
Moliere-Firsov: p_half = 0.1386 angstrom (+2.2 %)
Moliere-Firsov: stopping changes by -0.9 %
radius of area per atom = 1.532 angstrom
stopping share beyond it = 0.006 %
p_half with that cutoff = 0.13567 angstrom
rough displacement threshold = 15 eV, reached at p = 0.758 angstrom
stopping share of softer recoils = 0.455 %
electronic stopping = 20.10 eV/angstrom
electronic/nuclear stopping = 0.165
local electronic loss at p_half = 252 eV
that loss / CM energy = 1.85 %
rough Debye temperature = 540 K, target at 300 K
rms vibration along one axis = 0.0761 angstrom
```
